# Thermocouple voltage arises along the wires, not at the junction contacts: a numerical check

```python
"""
Result under test: the open-circuit voltage of a thermocouple is
    V(lead on B) - V(lead on A) = integral from T_cold to T_hot of (S_B - S_A) dT,
and V = phi - mu/e does not change across an isothermal junction.
phi: electrostatic potential; mu: chemical potential above the band edge;
S: Seebeck coefficient; e: elementary charge (positive).
Model: parabolic band, free-electron mass, fixed carrier density n,
relaxation time proportional to energy**r, equal band-edge offsets.
Road 1: phi from the zero-current condition of the Boltzmann equation,
        with the distribution differentiated numerically along the loop.
Road 2: S from Fermi integrals, integrated over temperature.
Energies are in eV, potentials in V, temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

KB = const.k / const.e                      # eV/K
# q = sqrt(energy in eV) serves as the momentum variable
q = np.linspace(0.0, 1.5, 1501)
dq = q[1] - q[0]
energy = q**2
DENSITY_FACTOR = (2 * const.m_e * const.e / const.hbar**2)**1.5 / np.pi**2

x_gl, w_gl = np.polynomial.legendre.leggauss(40)
nodes, weights = 0.5 * (x_gl + 1), 0.5 * w_gl


def state(density_cm3, r, temperature):
    """Local state of the conductor: log density (m^-3), exponent r, T."""
    return np.array([np.log(density_cm3 * 1e6), r, temperature])


def chemical_potential(local):
    log_n, _, temperature = local

    def mismatch(mu):
        f = expit((mu - energy) / (KB * temperature))
        return np.log(DENSITY_FACTOR * dq * np.sum(q**2 * f)) - log_n
    return brentq(mismatch, -1.5, 1.5, xtol=1e-15)


def occupation(local):
    return expit((chemical_potential(local) - energy) / (KB * local[2]))


def phi_change(start, end, step=3e-5):
    """Change of phi from start to end that keeps the current at zero."""
    total = 0.0
    for s, w in zip(nodes, weights):
        here = start + (end - start) * s
        f = occupation(here)
        f_ahead = occupation(start + (end - start) * (s + step))
        f_behind = occupation(start + (end - start) * (s - step))
        df_ds = (f_ahead - f_behind) / (2 * step)
        df_de = -f * (1 - f) / (KB * here[2])
        transport_weight = q**(4 + 2 * here[1])     # tau * v^2 * q^2
        slope_U = (np.sum(transport_weight * df_ds)
                   / np.sum(transport_weight * df_de))
        total -= w * slope_U                        # U = -e*phi
    return total


def walk(points):
    """Changes of phi and of mu/e on each piece of a path."""
    phi = np.array([phi_change(a, b) for a, b in zip(points, points[1:])])
    mu = np.array([chemical_potential(p) for p in points])
    return phi, np.diff(mu)


def fermi_integral(j, eta):
    return quad(lambda x: x**j * expit(eta - x), 0, max(eta, 0) + 50,
                epsabs=1e-13, epsrel=1e-11, limit=200)[0]


def seebeck(density_cm3, r, temperature):
    """Seebeck coefficient in V/K from Fermi integrals."""
    eta = (chemical_potential(state(density_cm3, r, temperature))
           / (KB * temperature))
    p = r + 1.5
    mean = ((p + 1) * fermi_integral(p, eta)
            / (p * fermi_integral(p - 1, eta)))
    return -KB * (mean - eta)


def seebeck_integral(material, t1, t2):
    x, w = np.polynomial.legendre.leggauss(10)
    temps = t1 + (t2 - t1) * 0.5 * (x + 1)
    return 0.5 * (t2 - t1) * sum(
        wi * seebeck(*material, t) for wi, t in zip(w, temps))


def couple(first, second, lead, t_cold, t_hot):
    return [state(*lead, t_cold), state(*first, t_cold),
            state(*first, t_hot), state(*second, t_hot),
            state(*second, t_cold), state(*lead, t_cold)]


def mV(volts):
    return round(1e3 * volts, 3) + 0.0


T_COLD, T_HOT, T_SPOT = 300.0, 400.0, 450.0
A, B, LEAD = (1e19, -0.5), (1e20, 0.5), (1e21, -0.5)
JUNCTIONS, WIRES = [0, 2, 4], [1, 3]
TOL = 1e-6      # V; covers the finite-difference error along the path

# Main thermocouple
phi, mu = walk(couple(A, B, LEAD, T_COLD, T_HOT))
V_pieces = phi - mu
V_kinetic = phi.sum()
int_A = seebeck_integral(A, T_COLD, T_HOT)
int_B = seebeck_integral(B, T_COLD, T_HOT)
V_seebeck = int_B - int_A
assert abs(V_kinetic - V_seebeck) < TOL
assert np.all(np.abs(V_pieces[JUNCTIONS]) < TOL)
assert abs(V_pieces[1] + int_A) < TOL
assert abs(V_pieces[3] - int_B) < TOL
net_steps = phi[JUNCTIONS].sum()
# contact steps neither cancel alone nor equal the voltage
assert abs(net_steps) > 1e-3 and abs(net_steps - V_kinetic) > 1e-3

# Isothermal loop: steps present, no voltage
phi_iso, _ = walk(couple(A, B, LEAD, T_COLD, T_COLD))
assert abs(phi_iso[2]) > 1e-2 and abs(phi_iso.sum()) < TOL

# Lead metal inserted at the hot junction, and a hot spot inside wire A
phi_mod, _ = walk([state(*LEAD, T_COLD), state(*A, T_COLD),
                   state(*A, T_SPOT), state(*A, T_HOT),
                   state(*LEAD, T_HOT), state(*B, T_HOT),
                   state(*B, T_COLD), state(*LEAD, T_COLD)])
assert abs(phi_mod.sum() - V_seebeck) < TOL

# Equal densities, different scattering: no contact step between the wires
TWIN = (A[0], 0.5)
phi_twin, _ = walk(couple(A, TWIN, LEAD, T_COLD, T_HOT))
V_twin = seebeck_integral(TWIN, T_COLD, T_HOT) - int_A
assert abs(phi_twin[2]) < TOL and abs(phi_twin[JUNCTIONS].sum()) < TOL
assert abs(phi_twin.sum() - V_twin) < TOL and abs(V_twin) > 1e-3

# Dilute carriers, equal scattering: net contact step equals the voltage
D1, D2 = (1e16, -0.5), (1e17, -0.5)
phi_dil, mu_dil = walk(couple(D1, D2, LEAD, T_COLD, T_HOT))
V_dil = phi_dil.sum()
steps_dil = phi_dil[JUNCTIONS].sum()
V_log = KB * (T_HOT - T_COLD) * np.log(D2[0] / D1[0])
# remaining difference is the small degeneracy of the carriers
assert abs(V_dil / V_log - 1) < 5e-3
assert abs(steps_dil / V_log - 1) < 5e-3
assert np.all(np.abs((phi_dil - mu_dil)[JUNCTIONS]) < TOL)

print(f"Cold, hot, hot-spot temperature: {T_COLD:.0f}, {T_HOT:.0f}, "
      f"{T_SPOT:.0f} K")
for name, m in (("A", A), ("B", B), ("lead", LEAD)):
    print(f"Material {name}: n = {m[0]:.0e} cm^-3, r = {m[1]:+.1f}")
for name, m in (("A", A), ("B", B)):
    for t in (T_COLD, T_HOT):
        print(f"{name} at {t:.0f} K: mu = "
              f"{1e3 * chemical_potential(state(*m, t)):.3f} meV, "
              f"S = {1e6 * seebeck(*m, t):.2f} uV/K")
print("Loop budget in mV: change of phi, of mu/e, of V = phi - mu/e")
labels = ["junction lead/A, cold", "wire A, cold to hot",
          "junction A/B, hot", "wire B, hot to cold",
          "junction B/lead, cold"]
for label, a, b, c in zip(labels, phi, mu, V_pieces):
    print(f"  {label:22s} {mV(a):10.3f} {mV(b):10.3f} {mV(c):10.3f}")
print(f"  {'sum':22s} {mV(phi.sum()):10.3f} {mV(mu.sum()):10.3f} "
      f"{mV(V_pieces.sum()):10.3f}")
print(f"Integral of S_A dT, cold to hot: {mV(int_A):.3f} mV")
print(f"Integral of S_B dT, cold to hot: {mV(int_B):.3f} mV")
print(f"Voltage from integral of S_B - S_A: {mV(V_seebeck):.3f} mV")
print(f"Voltage from zero-current condition: {mV(V_kinetic):.3f} mV")
print(f"Sum of the three contact steps in phi: {mV(net_steps):.3f} mV")
print(f"Sum of phi changes in the two wires: {mV(phi[WIRES].sum()):.3f} mV")
print(f"Isothermal loop at {T_COLD:.0f} K: A/B step {mV(phi_iso[2]):.3f} mV, "
      f"voltage {mV(phi_iso.sum()):.3f} mV")
print(f"With inserted metal and hot spot: voltage {mV(phi_mod.sum()):.3f} mV")
print(f"Equal-density pair: n = {A[0]:.0e} cm^-3, "
      f"r = {A[1]:+.1f} and {TWIN[1]:+.1f}")
print(f"  step between wires {mV(phi_twin[2]):.3f} mV, "
      f"sum of contact steps {mV(phi_twin[JUNCTIONS].sum()):.3f} mV")
print(f"  voltage {mV(phi_twin.sum()):.3f} mV (zero current), "
      f"{mV(V_twin):.3f} mV (integral of S)")
print(f"Dilute pair: n = {D1[0]:.0e} and {D2[0]:.0e} cm^-3, "
      f"r = {D1[1]:+.1f} for both")
print(f"  voltage {mV(V_dil):.3f} mV, sum of contact steps "
      f"{mV(steps_dil):.3f} mV")
print(f"  phi change in wires: {mV(phi_dil[1]):.3f} and "
      f"{mV(phi_dil[3]):.3f} mV")
print(f"  dilute-limit formula {mV(V_log):.3f} mV")
print("PASS")
```

Printed output:

```
Cold, hot, hot-spot temperature: 300, 400, 450 K
Material A: n = 1e+19 cm^-3, r = -0.5
Material B: n = 1e+20 cm^-3, r = +0.5
Material lead: n = 1e+21 cm^-3, r = -0.5
A at 300 K: mu = -20.163 meV, S = -256.50 uV/K
A at 400 K: mu = -43.445 meV, S = -292.01 uV/K
B at 300 K: mu = 70.349 meV, S = -152.10 uV/K
B at 400 K: mu = 63.263 meV, S = -184.24 uV/K
Loop budget in mV: change of phi, of mu/e, of V = phi - mu/e
  junction lead/A, cold    -383.289   -383.289      0.000
  wire A, cold to hot         4.223    -23.282     27.505
  junction A/B, hot         106.708    106.708      0.000
  wire B, hot to cold        -9.789      7.085    -16.875
  junction B/lead, cold     292.777    292.777      0.000
  sum                        10.630      0.000     10.630
Integral of S_A dT, cold to hot: -27.505 mV
Integral of S_B dT, cold to hot: -16.875 mV
Voltage from integral of S_B - S_A: 10.630 mV
Voltage from zero-current condition: 10.630 mV
Sum of the three contact steps in phi: 16.196 mV
Sum of phi changes in the two wires: -5.566 mV
Isothermal loop at 300 K: A/B step 90.512 mV, voltage 0.000 mV
With inserted metal and hot spot: voltage 10.630 mV
Equal-density pair: n = 1e+19 cm^-3, r = -0.5 and +0.5
  step between wires 0.000 mV, sum of contact steps 0.000 mV
  voltage -8.291 mV (zero current), -8.291 mV (integral of S)
Dilute pair: n = 1e+16 and 1e+17 cm^-3, r = -0.5 for both
  voltage 19.838 mV, sum of contact steps 19.838 mV
  phi change in wires: 4.309 and -4.308 mV
  dilute-limit formula 19.842 mV
PASS
```
